# Streaming current and electroosmotic flow: equal coefficients from Stokes reciprocity

## The two experiments and the proof

A straight channel filled with electrolyte can be driven in two ways. A pressure drop $\Delta p$, applied with no voltage drop, carries the charge of the double layer along and produces a streaming current $I_s$. A voltage drop $\Delta V$, applied with no pressure drop, pulls on the same charge and produces an electroosmotic volume flow $Q_e$. For a channel whose cross-section has any shape, provided that the shape and the wall charge are the same all along the length,

$$
\left.\frac{I_s}{\Delta p}\right|_{\Delta V=0}
=\left.\frac{Q_e}{\Delta V}\right|_{\Delta p=0}\equiv M .
\tag{1}
$$

Both drops are inlet value minus outlet value, and current and flow are positive from inlet to outlet, so the equality includes the sign. The units agree as well: an ampere per pascal is $\mathrm{C\,m^2/(N\,s)}$, and multiplying numerator and denominator by a metre gives $\mathrm{C\,m^3/(J\,s)}=\mathrm{m^3/(V\,s)}$.

Let the channel occupy $0<z<L$, with cross-section $S$ of area $A$ in the $xy$ plane. The liquid is Newtonian with viscosity $\eta$, the flow is slow enough for the Stokes equations, and the liquid does not slip at the wall. The wall is an insulator whose surface charge is fixed to it. Both reservoirs have the same composition, and $L$ is so much larger than the width that the regions near the two mouths can be neglected. The double layer is described in mean field: each ion sees the average potential, and its concentration follows the Boltzmann law at equilibrium.

The proof needs the charge density to be the same in both experiments. This is the sense in which the double layer must respond linearly: its charge supplies a fixed coefficient, on which the drive then acts. It is not obvious that a flowing, current-carrying double layer keeps its equilibrium profile, so this comes first. Let ion species $i$ have valence $z_i$, diffusivity $D_i$ and reservoir concentration $n_i$, and let $\psi(x,y)$ be the equilibrium potential, measured from the reservoir. The equilibrium concentration is

$$
c_i(x,y)=n_i\exp\!\left(-\frac{z_i e\psi}{k_BT}\right),
\qquad
\rho(x,y)=\sum_i z_i e\,c_i .
\tag{2}
$$

Now apply an axial field $E=\Delta V/L$, so that the potential becomes $\phi=\psi(x,y)-Ez$, and let the liquid move with velocity $u(x,y)$ along $z$. The flux of species $i$ is the sum of convection, diffusion and migration,

$$
\mathbf j_i=c_i u\,\hat{\mathbf z}
-D_i\left(\nabla c_i+\frac{z_i e\,c_i}{k_BT}\nabla\phi\right).
\tag{3}
$$

Differentiating (2) gives $\nabla c_i=-(z_i e c_i/k_BT)\nabla\psi$. The transverse part of the bracket therefore vanishes, and what remains is

$$
\mathbf j_i=\left(c_i u+\frac{D_i z_i e\,c_i}{k_BT}E\right)\hat{\mathbf z}.
\tag{4}
$$

This flux points along $z$ but does not depend on $z$, so its divergence is zero and no ions accumulate anywhere. The Poisson equation is also undisturbed, because $-Ez$ has zero Laplacian and no component of field normal to the wall. Within this model the equilibrium profile thus remains a steady solution inside the uniform channel, both under pressure and under voltage. Small potentials are not required, and the wall charge may vary around the perimeter, though not along $z$.

The argument uses the uniform section. If the section varied along $z$, the integral of $\rho u$ over it would in general vary too. Charge conservation would then create internal fields and concentration changes even with the electrodes short-circuited, and a proof would have to include the ion conservation equations. That case is not covered here.

Equation (4) also identifies the streaming current. Multiplying by $z_i e$, summing over species and setting $E=0$ leaves the convected charge alone:

$$
I_s=\int_S \rho\,u_p\,dA ,
\tag{5}
$$

where $u_p$ is the velocity produced by the pressure drop. The electroosmotic flow is $Q_e=\int_S u_e\,dA$, where $u_e$ is the velocity produced by the voltage drop.

The next ingredient is the force on the liquid. The electric force density is $-\rho\nabla\phi=-\rho\nabla\psi+\rho E\,\hat{\mathbf z}$. Its transverse part is present at equilibrium and is balanced there by an osmotic pressure. To see this, take

$$
p_0(x,y)=k_BT\sum_i (c_i-n_i),
\qquad
\nabla p_0=-\sum_i z_i e\,c_i\nabla\psi=-\rho\nabla\psi .
\tag{6}
$$

The gradient of $p_0$ equals the transverse electric force, so the two cancel in the momentum balance. Let $p$ from now on denote the actual pressure minus $p_0$. Since $p_0$ vanishes in the uncharged reservoirs and does not depend on $z$ in the channel, the drop in $p$ along the channel is the pressure drop applied between the reservoirs. The one remaining body force is $\rho E\,\hat{\mathbf z}$.

With stress $\sigma_{ij}=-p\,\delta_{ij}+2\eta e_{ij}$ and strain rate $e_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)$, the Stokes equations read

$$
\partial_j\sigma_{ij}+f_i=0,\qquad \partial_i u_i=0 ,
\tag{7}
$$

with summation over repeated Cartesian indices. Consider two solutions in the same region, labelled 1 and 2, with the same viscosity. By the product rule,

$$
\partial_j\!\left(\sigma^{(2)}_{ij}u^{(1)}_i-\sigma^{(1)}_{ij}u^{(2)}_i\right)
=-f^{(2)}_i u^{(1)}_i+f^{(1)}_i u^{(2)}_i
+\sigma^{(2)}_{ij}\partial_j u^{(1)}_i-\sigma^{(1)}_{ij}\partial_j u^{(2)}_i ,
\tag{8}
$$

where (7) has replaced each divergence of stress by minus the force. The stress is symmetric, so in the last two terms $\partial_j u_i$ may be replaced by its symmetric part $e_{ij}$. Hence

$$
\sigma^{(2)}_{ij}\partial_j u^{(1)}_i
=-p^{(2)}\,\partial_i u^{(1)}_i+2\eta\,e^{(2)}_{ij}e^{(1)}_{ij}
=2\eta\,e^{(2)}_{ij}e^{(1)}_{ij},
\tag{9}
$$

because the velocity has no divergence. The other term gives the same product with the labels exchanged. The two are equal and cancel, which leaves the reciprocal relation

$$
\partial_j\!\left(\sigma^{(2)}_{ij}u^{(1)}_i-\sigma^{(1)}_{ij}u^{(2)}_i\right)
=f^{(1)}_i u^{(2)}_i-f^{(2)}_i u^{(1)}_i .
\tag{10}
$$

The cancellation rests on the linear relation between viscous stress and strain rate, with one and the same coefficient in both states. A viscosity that depended on the shear rate would in general spoil it.

Let state 1 be the pressure-driven run and state 2 the electroosmotic run:

$$
\begin{aligned}
\text{state 1:}&\quad \mathbf u=u_p(x,y)\hat{\mathbf z},\quad
p=p_{\rm in}-\frac{\Delta p}{L}z,\quad \mathbf f=0,\\
\text{state 2:}&\quad \mathbf u=u_e(x,y)\hat{\mathbf z},\quad
p=p_{\rm c},\quad \mathbf f=\rho\frac{\Delta V}{L}\hat{\mathbf z},
\end{aligned}
\tag{11}
$$

with constants $p_{\rm in}$ and $p_{\rm c}$. These forms are consistent with (7). The velocities have no divergence, and the transverse equations require $p$ to depend on $z$ alone. In the axial equation every other term is independent of $z$, so $p$ must be linear in $z$.

Integrate (10) over the channel and turn the left side into a surface integral with outward normal $\mathbf n$. On the wall both velocities vanish, so the wall contributes nothing. On the end faces the velocity is along $z$ and $n_z=+1$ at $z=L$, $n_z=-1$ at $z=0$. The viscous normal stress $2\eta\,\partial_z u$ is zero because $u$ does not depend on $z$, and so $\sigma_{zz}=-p$. The left side becomes

$$
\int_S\left[-p_{\rm c}u_p+p^{(1)}(L)\,u_e\right]dA
-\int_S\left[-p_{\rm c}u_p+p^{(1)}(0)\,u_e\right]dA
=-\Delta p\,Q_e .
\tag{12}
$$

The terms with $p_{\rm c}$ cancel between the two ends, and $p^{(1)}(L)-p^{(1)}(0)=-\Delta p$. On the right side of (10) the first force is zero. The second term does not depend on $z$, so integrating over $z$ gives a factor $L$:

$$
-\int_0^L\!dz\int_S \rho\frac{\Delta V}{L}u_p\,dA
=-\Delta V\int_S\rho\,u_p\,dA=-\Delta V\,I_s ,
\tag{13}
$$

by (5). Equating (12) and (13) gives

$$
Q_e\,\Delta p=I_s\,\Delta V ,
\tag{14}
$$

and division by $\Delta p\,\Delta V$ gives (1).

Each side of (14) is a power, but a mixed one. The left side is the rate at which the pressure drop of the first run would do work on the flow of the second. The right side is the rate at which the electric force of the second run would do work on the motion of the first. Reciprocity says that these cross-powers are equal, even when the double layer is thin and the two velocity fields look quite different: the pressure-driven velocity then varies over the whole section, while the electroosmotic velocity, if the wall is uniformly charged, rises mainly within the double layer.

Because both flows are parallel to the axis, the same result follows from two scalar equations. This form is shorter, and it will make the wall terms easy to follow. The axial components of (7) are

$$
\nabla\!\cdot(\eta\nabla u_p)=-\frac{\Delta p}{L},\qquad
\nabla\!\cdot(\eta\nabla u_e)=-\rho\,\frac{\Delta V}{L},
\tag{15}
$$

where $\nabla$ now acts in the $xy$ plane. Multiply the second equation by $u_p$ and the first by $u_e$, subtract, and integrate over $S$. The terms $\eta\nabla u_p\cdot\nabla u_e$ cancel, so that

$$
\oint\eta\left(u_p\,\partial_n u_e-u_e\,\partial_n u_p\right)d\ell
=\frac{1}{L}\left(\Delta p\,Q_e-\Delta V\,I_s\right),
\tag{16}
$$

where $\partial_n$ is the derivative along the outward normal and $d\ell$ is an element of the perimeter. With no slip the left side is zero, and (14) returns.

The scalar form also gives a formula for $M$. Define $w(x,y)$ by $\nabla\cdot(\eta\nabla w)=-1$ with $w=0$ on the wall, so that $u_p=(\Delta p/L)\,w$. Then (5) gives

$$
M=\frac1L\int_S\rho\,w\,dA .
\tag{17}
$$

The function $w$ is positive inside the channel and zero at the wall. Charge of one sign therefore gives $M$ that sign, and charge very close to the wall counts for little in either experiment: the pressure-driven liquid hardly moves there, and a force applied there is passed almost directly to the wall. A negatively charged wall in a simple salt has positive $\rho$, hence positive $M$. Current then follows the pressure-driven flow, and liquid moves toward the lower potential.

When both drives act together, linearity allows the responses to be added:

$$
Q=K\,\Delta p+M\,\Delta V,\qquad
I=M\,\Delta p+G\,\Delta V .
\tag{18}
$$

Here $K=\int_S u_p\,dA/\Delta p$ is the hydraulic conductance and $G$ is the electrical conductance at zero pressure drop. By (4), with the electroosmotic velocity in the convective term,

$$
G=\frac1L\int_S\left(\sum_i\frac{z_i^2e^2D_ic_i}{k_BT}+\frac{\rho\,u_e}{E}\right)dA .
\tag{19}
$$

If the electrodes are left open, $I=0$ and the second equation of (18) gives the streaming potential $\Delta V=-(M/G)\Delta p$. If instead the voltage acts at zero pressure drop, the flow per unit current is $Q/I=M/G$. Thus

$$
-\left.\frac{\Delta V}{\Delta p}\right|_{I=0}
=\left.\frac{Q}{I}\right|_{\Delta p=0}=\frac MG ,
\tag{20}
$$

a second form of the reciprocity, in which a streaming potential takes the place of the streaming current. The minus sign says that for $M>0$ the outlet charges to the higher potential, and this opposes the streaming current.

Inserting the open-circuit voltage into the first equation of (18) gives $Q=(K-M^2/G)\Delta p$. The channel then passes less liquid than it does with the electrodes short-circuited, since the streaming potential drives electroosmosis backwards. The flow cannot reverse. The power supplied, $Q\Delta p+I\Delta V=K\Delta p^2+2M\Delta p\Delta V+G\Delta V^2$, is dissipated as heat and cannot be negative for any choice of the two drops, which requires $M^2\le KG$.

## The size of the coefficient and the limits of the equality

The first half considered a uniform channel of length $L$, section $S$ and area $A$, with equilibrium potential $\psi(x,y)$ and charge density $\rho(x,y)$. A pressure drop $\Delta p$ gives the velocity $u_p$ and the streaming current $I_s=\int_S\rho u_p\,dA$. A voltage drop $\Delta V=EL$ gives the velocity $u_e$ and the flow $Q_e$. The result was $I_s/\Delta p=Q_e/\Delta V=M$, and it followed from the identity

$$
\oint\eta\left(u_p\,\partial_n u_e-u_e\,\partial_n u_p\right)d\ell
=\frac1L\left(\Delta p\,Q_e-\Delta V\,I_s\right),
\tag{21}
$$

whose left side vanishes without slip. With both drives, $Q=K\Delta p+M\Delta V$ and $I=M\Delta p+G\Delta V$.

The identity shows that two of the simplifications can be relaxed. First, the viscosity may vary over the section, as long as $\eta(x,y)$ is the same in both runs. Second, the liquid may slip. With a slip length $b$, the condition at the wall is $u=-b\,\partial_n u$; the sign makes $u$ positive when the velocity falls toward the wall. The wall term in (21) becomes

$$
\eta\left(-b\,\partial_n u_p\,\partial_n u_e+b\,\partial_n u_e\,\partial_n u_p\right)=0
\tag{22}
$$

at every point of the perimeter, even if $b$ varies from place to place. The equality therefore survives, although the value of $M$ changes. The surface charge must still be fixed to the solid.

To find the size of $M$, return to no slip and take $\eta$ and the permittivity $\varepsilon$ to be uniform. The Poisson equation $\varepsilon\nabla^2\psi=-\rho$ turns the electroosmotic equation $\eta\nabla^2u_e=-\rho E$ into $\nabla^2(\eta u_e-\varepsilon E\psi)=0$. The bracket is harmonic. On the wall $u_e=0$ and $\psi=\zeta$, the zeta potential, which may vary around the perimeter. Let $h$ be the harmonic function in $S$ that equals $\zeta$ on the wall. Then the bracket is $-\varepsilon E h$, and

$$
u_e=\frac{\varepsilon E}{\eta}(\psi-h),\qquad
M=\frac{\varepsilon}{\eta L}\int_S(\psi-h)\,dA .
\tag{23}
$$

If the Debye length $\lambda$ is much smaller than the channel, $\psi$ is negligible over most of the section and

$$
M\to M_{\rm thin}=-\frac{\varepsilon}{\eta L}\int_S h\,dA .
\tag{24}
$$

For a uniform wall $h=\zeta$, and this is $-\varepsilon\zeta A/(\eta L)$: the shape enters through the area alone. For an uneven wall, use the function $w$ with $\eta\nabla^2w=-1$ and $w=0$ on the wall. Since $h$ is harmonic and $w$ vanishes on the perimeter, Green's identity gives

$$
\int_S h\,dA=-\eta\int_S h\nabla^2w\,dA
=\oint\zeta\,\eta\,|\partial_n w|\,d\ell .
\tag{25}
$$

The factor $\eta|\partial_n w|$ is the wall shear stress of the pressure-driven flow, divided by the pressure gradient. In the thin-layer limit, electroosmosis thus averages the zeta potential with the shear stress of the other experiment as its weight.

A round pore of radius $a$ with a small uniform zeta potential lets both sides of the equality be worked out by hand. The linearised Poisson–Boltzmann equation is $\nabla^2\psi=\kappa^2\psi$ with $\kappa=1/\lambda$, and its regular solution is $\psi=\zeta I_0(\kappa r)/I_0(\kappa a)$, where $I_n$ is the modified Bessel function. For the electroosmotic side, $h=\zeta$ and $\int_0^aI_0(\kappa r)\,r\,dr=aI_1(\kappa a)/\kappa$, so (23) gives

$$
\frac{Q_e}{\Delta V}=-\frac{\varepsilon\zeta\pi a^2}{\eta L}
\left[1-\frac{2I_1(\kappa a)}{\kappa a\,I_0(\kappa a)}\right].
\tag{26}
$$

For the streaming side, $\rho=-\varepsilon\kappa^2\psi$ and $u_p=(\Delta p/L)(a^2-r^2)/(4\eta)$. The integral needed is done by parts, with $rI_0(\kappa r)=\frac{d}{dr}[rI_1(\kappa r)/\kappa]$ and then $r^2I_1(\kappa r)=\frac{d}{dr}[r^2I_2(\kappa r)/\kappa]$:

$$
\int_0^a(a^2-r^2)\,rI_0(\kappa r)\,dr
=\frac2\kappa\int_0^ar^2I_1(\kappa r)\,dr
=\frac{2a^2I_2(\kappa a)}{\kappa^2}.
\tag{27}
$$

The prefactor is $-2\pi\varepsilon\kappa^2\zeta/[4\eta L\,I_0(\kappa a)]$, so that

$$
\frac{I_s}{\Delta p}=-\frac{\varepsilon\zeta\pi a^2}{\eta L}\,
\frac{I_2(\kappa a)}{I_0(\kappa a)} .
\tag{28}
$$

The recurrence $I_2(x)=I_0(x)-2I_1(x)/x$ makes (28) identical to (26). For $\kappa a\gg1$ the ratio $I_2/I_0$ tends to one and the thin-layer value returns. For $\kappa a\ll1$ it tends to $(\kappa a)^2/8$: at fixed $\zeta$ the potential is then nearly uniform, and little charge remains in the liquid.

For a less symmetric example, take a channel about 200 nm wide and $L=100\ \mu$m long, filled with 1 mM KCl at 298.15 K. The relative permittivity is 78.4 and the viscosity 0.89 mPa s, which gives $\lambda=9.6$ nm. The section is the image of the unit disk $|\omega|<1$ under

$$
x+iy=a\left(\omega+0.18\,\omega^2+0.10\,e^{0.9i}\omega^3\right),\qquad a=100\ \text{nm},
\tag{29}
$$

a lopsided shape with area $A=3.439\times10^4\ \text{nm}^2$ and perimeter $P=661.5$ nm. Around the wall $\zeta=-50+15\cos t$ mV, where $t$ is the polar angle in the disk, so the zeta potential runs from $-65$ to $-35$ mV.

The full Poisson–Boltzmann equation was solved by Newton iteration on a collocation grid, with Chebyshev points along the radius of the disk and Fourier points around it. The pressure-driven velocity is known in closed form: it is $(\Delta p/4\eta L)(H-|x+iy|^2)$, where $H$ is the harmonic function equal to $|x+iy|^2$ on the wall. The streaming current then follows by quadrature. The electroosmotic velocity was obtained separately, by solving its Stokes equation on the grid. The coefficients are

$$
\frac{I_s}{\Delta p}=1.055\times10^{-17}\ \frac{\text{A}}{\text{Pa}},\qquad
\frac{Q_e}{\Delta V}=1.055\times10^{-17}\ \frac{\text{m}^3}{\text{V s}} .
\tag{30}
$$

A pressure drop of 1 bar gives $1.055\times10^{-17}\times10^5$ A, or 1.06 pA. A voltage drop of 1 V gives $1.055\times10^{-17}\ \text{m}^3/\text{s}$, or 10.6 fL/s. Divided by the area, this flow is a mean speed of 0.31 mm/s, against 1.52 mm/s for the flow driven by 1 bar.

The thin-layer formula (24) gives $M_{\rm thin}=1.267\times10^{-17}\ \text{m}^3/(\text{V s})$. The corresponding average of $h$ is $-M_{\rm thin}\eta L/(\varepsilon A)=-47.2$ mV. It differs from $-50$ mV because that value is the average over the angle $t$, whereas (25) integrates over the length of the wall. The map (29) stretches the side near $t=0$, where the wall is less charged, so this side takes up more of the perimeter and counts for more. The computed coefficient is 16.7% below the thin-layer value. Someone who measured the streaming current and inverted the thin-layer formula would therefore find $0.833\times47.2=39$ mV in magnitude.

The size of this deficit can be estimated. By (23) it is the ratio of $\int\psi\,dA$ to $\int h\,dA$. For a small uniform potential near a nearly flat wall, $\psi=\zeta e^{-s/\lambda}$ at distance $s$, and the ratio is

$$
\frac{\lambda P}{A}=\frac{9.614\times661.5}{34394}=0.185 .
\tag{31}
$$

Two effects lower this value. At a flat wall the nonlinear equation gives $|d\varphi/ds|=(2/\lambda)\sinh(\varphi/2)$ for $\varphi=e|\psi|/k_BT$. Since $2\sinh(\varphi/2)>\varphi$, the potential falls faster than the exponential and its integral is smaller. In a round pore the deficit $2I_1/(\kappa aI_0)$ lies below its flat-wall value $2/(\kappa a)$ because $I_1<I_0$. The uneven zeta potential also enters, and the three contributions have not been separated here. With the zeta potential held fixed and the salt raised to 4 mM, $\lambda$ halves and the computed deficit falls to 8.6%, close to half.

With both ion diffusivities set to $2.0\times10^{-9}\ \text{m}^2/\text{s}$, the conductance is $G=6.53$ pS. If the electrodes are left open at 1 bar, the streaming potential has the size

$$
\frac{M\Delta p}{G}=\frac{1.055\times10^{-12}\ \text{A}}{6.531\times10^{-12}\ \text{S}}=0.162\ \text{V},
\tag{32}
$$

with the outlet positive. The hydraulic conductance is $K=(1.517\times10^{-3}\times3.439\times10^{-14})/10^5=5.22\times10^{-22}\ \text{m}^3/(\text{Pa s})$, so $M^2/(KG)=0.033$. Opening the circuit reduces the pressure-driven flow by about 3%.

These parameters are rough typical values for a silica channel in dilute KCl near neutral pH, where zeta potentials of some tens of millivolts, negative, are usual. The cosine pattern and the shape are chosen. Of the neglected effects sized here that act alike in both runs, slip changes $M$ most. A trial slip length of 1 nm, taken as an upper-end value for a wetted wall, raises the coefficient by 14% at fixed zeta potential. The streaming side shows why. Near a flat wall the velocity is proportional to $s+b$ instead of $s$, which adds $b\int\rho\,ds=\varepsilon b|\psi'(0)|$ to $\int\rho s\,ds=\varepsilon|\zeta|$. At 47.2 mV and $k_BT/e=25.7$ mV the relative gain is

$$
\frac{b|\psi'(0)|}{|\zeta|}
=\frac b\lambda\,\frac{2\sinh(\varphi_0/2)}{\varphi_0}
\approx0.104\times1.15=0.12,\qquad \varphi_0=1.84,
\tag{33}
$$

relative to the thin-layer coefficient, or about 14% of the smaller actual one.

The field of the double layer may also stiffen the water next to the wall. With the viscosity multiplied by $1+fF^2$, where $F$ is the transverse field and $f=10^{-15}\ \text{m}^2/\text{V}^2$ is a rough value, the viscosity rises by at most 7% and $M$ falls by 1.2%. Slip and added viscosity move both sides of (1) together, as (21) and (22) require.

Several other omissions are smaller for these numbers. The mouths, treated as circular openings of the same area, add about 0.2% to the electrical resistance and 0.1% to the hydraulic resistance. The Reynolds number of the pressure run is about $4\times10^{-4}$, and inertia vanishes anyway where the velocity is parallel to $z$ and independent of $z$. At 1 V, Joule heating warms the centre by about $10^{-8}$ K relative to the channel wall; heating of the surrounding solid is not included. The largest counterion concentration is 12.6 mM, a mean spacing of about 5 nm, so crowding of the ions is unimportant. Changes of salt concentration at the mouths, and conduction by ions within the immobile layer at the wall, have not been sized. The latter would raise $G$ and so lower the streaming potential.

One assumption that can fail in a real device is that $\rho$ is the same in both runs. Wall charge depends on pH, salt and the history of the surface, and a voltage can alter it. Suppose that the zeta potential is 10 mV more negative all around the wall during the electroosmotic run at 1 V, and unchanged in the streaming run. The computed ratio of $Q_e/\Delta V$ to $I_s/\Delta p$ is then 1.22 instead of 1. The thin-layer formula gives nearly the same, $1+10/47.2=1.21$.

The meaning of such a discrepancy depends on its cause. If the chemistry has drifted between the runs, the two coefficients belong to different channels, and a smaller drive does not bring them together. If the voltage itself causes a small uniform shift proportional to $\Delta V$, the extra charge is, to leading order, proportional to $\Delta V$ and the extra force to $\Delta V^2$. The discrepancy in $Q_e/\Delta V$ then shrinks in proportion to the voltage, and the slopes at zero drive still obey (1). Repeating the electroosmotic measurement at lower voltage, with pH, salt and temperature held fixed, separates these two cases.
